# From ohmic tunnelling to Fowler-Nordheim emission through a rectangular barrier: a numerical check

```python
"""
Tunnelling between two identical free-electron metals at zero temperature.
Barrier height PHI (eV) above the Fermi level, thickness d (nm), bias V (volt).
Results under test, with kappa = sqrt(2 m PHI)/hbar and F = V/d:
  low bias : g = e^2 (1 + 2 kappa d) exp(-2 kappa d) / (8 pi^2 hbar d^2)
  eV > PHI : J -> e^3 F^2/(16 pi^2 hbar PHI)
                  * exp(-4 sqrt(2m) PHI^1.5 / (3 hbar e F))
w is the depth (eV) of the normal energy below the emitter Fermi level.
The WKB transmission is exp(-action); wave matching is used as a check on it.
Energies are in eV, lengths in nm, current densities in A/cm^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import airy

PHI, THICK, EF = 2.0, 1.5, 5.0
q_e, hbar, m_e = const.e, const.hbar, const.m_e
C = 2 * m_e * q_e / hbar**2 * 1e-18            # k^2 = C * energy, nm^-2 per eV
SUPPLY = q_e**3 * m_e / (2 * np.pi**2 * hbar**3) * 1e-4   # A cm^-2 eV^-2
KAPPA = np.sqrt(C * PHI)
GL_X, GL_W = np.polynomial.legendre.leggauss(12)


def action(w, V, d):
    """Closed form of twice the integral of the decay constant."""
    rest = np.maximum(PHI + w - V, 0.0)
    return 4 * np.sqrt(C) * d / (3 * V) * ((PHI + w)**1.5 - rest**1.5)


def action_slope(V, d):
    """Derivative of the action with respect to w at the Fermi level."""
    return 2 * np.sqrt(C) * d / V * (np.sqrt(PHI) - np.sqrt(max(PHI - V, 0.0)))


def energy_nodes(V, d, top=EF):
    end = min(top, 80 / action_slope(V, d))
    breaks = [p for p in (V, V - PHI) if 0 < p < end]
    edges = np.unique(np.concatenate([np.linspace(0, end, 81), breaks]))
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    nodes = (mid[:, None] + half[:, None] * GL_X).ravel()
    weights = (half[:, None] * GL_W).ravel()
    return nodes, weights


def current_wkb(V, d=THICK, top=EF):
    w, wt = energy_nodes(V, d, top)
    return SUPPLY * np.sum(wt * np.minimum(w, V) * np.exp(-action(w, V, d)))


def current_closed(V, d=THICK):
    b = action_slope(V, d)
    return SUPPLY * np.exp(-action(0.0, V, d)) * (-np.expm1(-b * V)) / b**2


def conductance(d):
    """Low-bias WKB conductance per area, S/cm^2."""
    x = 2 * KAPPA * d
    return (q_e**2 / (8 * np.pi**2 * hbar * (d * 1e-9)**2)
            * (1 + x) * np.exp(-x) * 1e-4)


def fowler_nordheim(V, d):
    """Emission law evaluated in SI units, returned in A/cm^2."""
    F, phi_j = V / (d * 1e-9), PHI * q_e
    expo = 4 * np.sqrt(2 * m_e) * phi_j**1.5 / (3 * hbar * q_e * F)
    return q_e**3 * F**2 / (16 * np.pi**2 * hbar * phi_j) * np.exp(-expo) * 1e-4


def transmission(w, V, d, open_end=False, slices=400):
    """Matched waves through a staircase barrier.
    open_end: the potential keeps falling, so there is no collector step."""
    k_left = np.sqrt(C * (EF - w))
    if open_end:
        scale = (C * V / d)**(1 / 3)
        ai, aip, bi, bip = airy(scale * d * ((PHI + w) / V - 1))
        psi, der = bi + 1j * ai, -scale * (bip + 1j * aip)
        flux = scale / np.pi
    else:
        k_right = np.sqrt(C * (EF - w + V))
        psi, der = np.ones_like(w) + 0j, 1j * k_right
        flux = k_right
    h = d / slices
    for i in range(slices - 1, -1, -1):
        height = PHI + w - V * (i + 0.5) / slices
        kap = np.sqrt(C * height + 1e-12j)
        ch, sh = np.cosh(kap * h), np.sinh(kap * h)
        psi, der = ch * psi - sh / kap * der, ch * der - kap * sh * psi
    incoming = (psi + der / (1j * k_left)) / 2
    return flux / (k_left * np.abs(incoming)**2)


def current_matched(V, d=THICK, open_end=False):
    w, wt = energy_nodes(V, d)
    T = transmission(w, V, d, open_end)
    return SUPPLY * np.sum(wt * np.minimum(w, V) * T)


def tip_share(V, d=THICK):
    """Share of current from electrons whose turning point is in the barrier."""
    return current_wkb(V, d, top=V - PHI) / current_wkb(V, d)


def log_slope(V, d):
    r = 1e-3
    up, down = current_wkb(V * (1 + r), d), current_wkb(V * (1 - r), d)
    return np.log(up / down) / np.log((1 + r) / (1 - r))


def plot_minimum(d):
    unit = PHI / (KAPPA * d)
    return brentq(lambda V: log_slope(V, d) - 2, unit, 8 * unit)


# Action against direct quadrature over the barrier, both shapes
for V_t, w_t in ((0.7, 0.3), (4.0, 0.0), (4.0, 0.5)):
    stop = min(THICK, (PHI + w_t) * THICK / V_t)
    num = quad(lambda x: 2 * np.sqrt(C * max(PHI + w_t - V_t * x / THICK, 0)),
               0, stop)[0]
    assert abs(num / action(w_t, V_t, THICK) - 1) < 1e-6

# Supply of electrons against a direct sum over k-space at 1 V
k_f = np.sqrt(C * EF)
kx = (np.arange(1500) + 0.5) * k_f / 1500
kt = (np.arange(3000) + 0.5) * k_f / 3000
energy = (kx[:, None]**2 + kt[None, :]**2) / C
window = (energy < EF) & (energy > EF - 1.0)
area = window @ (2 * np.pi * kt) * (k_f / 3000)
velocity = hbar * kx * 1e9 / m_e
through = np.exp(-action(EF - kx**2 / C, 1.0, THICK))
J_kspace = (2 * q_e / (2 * np.pi)**3 * np.sum(velocity * through * area)
            * (k_f / 1500) * 1e27 * 1e-4)
assert abs(J_kspace / current_wkb(1.0) - 1) < 3e-3   # grid error of the edges

# Low-bias conductance and its first nonlinear correction
g_wkb = conductance(THICK)
g_lead = (q_e**2 * KAPPA * 1e9 / (4 * np.pi**2 * hbar * THICK * 1e-9)
          * np.exp(-2 * KAPPA * THICK) * 1e-4)
assert abs(current_wkb(0.01) / 0.01 / g_wkb - 1) < 3e-4
V_half = 0.5 * PHI / (KAPPA * THICK)
excess = current_wkb(V_half) / (g_wkb * V_half) - 1
assert abs(excess / (0.5**2 / 24) - 1) < 0.05

# Emission law: limit of the closed formula, and its leading error -1/action
assert abs(current_closed(4.0) / fowler_nordheim(4.0, THICK) - 1) < 1e-7
d_thick = 8 * THICK
error_thick = 1 - current_wkb(4.0, d_thick) / fowler_nordheim(4.0, d_thick)
error_scaled = error_thick * action(0.0, 4.0, d_thick)
assert abs(error_scaled - 1) < 0.1

# Slope of ln(J/V^2) against 1/V in the emission range; B_volt is in volt
B_volt = (4 * np.sqrt(2 * m_e) * (PHI * q_e)**1.5 * THICK * 1e-9
          / (3 * hbar * q_e))
Va, Vb = 3.9, 4.1
slope = (np.log(current_wkb(Vb) / Vb**2 / (current_wkb(Va) / Va**2))
         / (1 / Vb - 1 / Va))
assert abs(slope / (-B_volt) - 1) < 0.05

# Minimum of the Fowler-Nordheim plot lies below the barrier height
y_root = brentq(lambda y: y / np.tanh(y) - 2, 1, 3)
V_min = plot_minimum(THICK)
V_min_est = 2 * y_root * PHI / (KAPPA * THICK)
scaled_min = plot_minimum(d_thick) * KAPPA * d_thick / PHI
assert abs(scaled_min / (2 * y_root) - 1) < 0.03
assert V_min < PHI / 2

# Share through the triangular tip: estimate improves for a thick barrier
s_test = 2.0
share_est = 1 - (1 + s_test) * np.exp(-s_test)
gap, share_s = [], []
for d_t in (THICK, 25 * THICK):
    V_s = PHI / (1 - s_test / (2 * KAPPA * d_t))
    share_s.append(tip_share(V_s, d_t))
    gap.append(abs(share_s[-1] - share_est))
assert gap[1] < gap[0] / 2 and gap[1] < 0.05
V_share = brentq(lambda V: tip_share(V) - 0.5, PHI + 0.01, 3.5)

# Matched waves at zero bias against the textbook square-barrier result
w_n, wt_n = energy_nodes(0.01, THICK)
k2, kap2 = C * (EF - w_n), C * (PHI + w_n)
T_square = 1 / (1 + (k2 + kap2)**2 * np.sinh(np.sqrt(kap2) * THICK)**2
                / (4 * k2 * kap2))
assert np.allclose(transmission(w_n, 0.0, THICK), T_square, rtol=1e-6, atol=0)
g_matched = SUPPLY * np.sum(wt_n * T_square)
pre_low = 16 * EF * PHI / (EF + PHI)**2
assert abs(g_matched / g_wkb / pre_low - 1) < 0.15

# Open triangular barrier: prefactor of transmission and of current
pre_open = 4 * np.sqrt(EF * PHI) / (EF + PHI)
fermi = np.array([0.0])
T_open = transmission(fermi, 4.0, THICK, True)[0]
assert abs(T_open * np.exp(action(0.0, 4.0, THICK)) / pre_open - 1) < 0.05
open_ratio = [current_matched(V, open_end=True) / current_wkb(V)
              for V in (4.0, 5.0, 6.0)]
assert all(abs(r / pre_open - 1) < 0.15 for r in open_ratio)

# Collector step: modulation stays between k_d/k_R and k_R/k_d
swing = []
for V in np.linspace(4, 8, 41):
    r = (transmission(fermi, V, THICK)[0]
         / transmission(fermi, V, THICK, True)[0])
    low = np.sqrt((V - PHI) / (EF + V))
    assert 0.9 * low < r < 1.1 / low
    swing.append(r)
assert min(swing) < 0.95 and max(swing) > 1.05

# Table of the crossing
rows = []
for V in (0.1, 0.5, 1.0, 1.5, 2.0, 2.5, 3.0, 4.0, 5.0, 6.0):
    full, closed, matched = current_wkb(V), current_closed(V), current_matched(V)
    share = tip_share(V) if V > PHI else 0.0
    assert 0.5 < full / closed < 2
    assert 0.1 < matched / full < 10
    rows.append((V, full, closed, matched, share))

print(f"barrier height = {PHI:.1f} eV, thickness = {THICK:.1f} nm")
print(f"Fermi energy = {EF:.1f} eV, mass = free-electron mass")
print(f"kappa = {KAPPA:.4f} nm^-1")
print(f"kappa*d = {KAPPA*THICK:.3f}, 2*kappa*d = {2*KAPPA*THICK:.3f}")
print(f"WKB conductance, full formula = {g_wkb:.4e} S/cm^2")
print(f"WKB conductance, leading form = {g_lead:.4e} S/cm^2")
print(f"wave-matched conductance = {g_matched:.4e} S/cm^2")
print(f"matched/WKB conductance = {g_matched/g_wkb:.3f}")
print(f"Fermi-level matching factor, low bias = {pre_low:.3f}")
print(f"ohmic scale PHI/(e kappa d) = {PHI/(KAPPA*THICK):.4f} V")
print(f"bias of nonlinearity test = {V_half:.4f} V")
print(f"J/(gV)-1 there = {excess:.5f}, predicted {0.5**2/24:.5f}")
print(f"k-space sum / energy integral at 1 V = {J_kspace/current_wkb(1.0):.5f}")
print(f"root of y coth y = 2: y = {y_root:.4f}")
print(f"Fowler-Nordheim plot minimum = {V_min:.4f} V")
print(f"thick-barrier estimate of minimum = {V_min_est:.4f} V")
print(f"half of current through tip at = {V_share:.4f} V")
print(f"tip share at s=2: estimate {share_est:.3f}")
print(f"  WKB, d = {THICK:.1f} nm: {share_s[0]:.3f}")
print(f"  WKB, d = {25*THICK:.1f} nm: {share_s[1]:.3f}")
print(f"at 4 V: field = {4/THICK:.4f} V/nm")
print(f"at 4 V: turning point = {PHI*THICK/4:.3f} nm")
print(f"at 4 V: action = {action(0.0, 4.0, THICK):.3f}")
print(f"at 4 V: Fowler-Nordheim J = {fowler_nordheim(4.0, THICK):.4e} A/cm^2")
print(f"at 4 V: WKB/Fowler-Nordheim = "
      f"{current_wkb(4.0)/fowler_nordheim(4.0, THICK):.4f}")
print(f"scaled error of that law at d = {d_thick:.0f} nm: {error_scaled:.4f}")
print(f"plot slope near 4 V = {slope:.3f} V, law gives {-B_volt:.3f} V")
print(f"open-barrier matching factor = {pre_open:.3f}")
print("open matched/WKB current at 4, 5, 6 V = "
      + ", ".join(f"{r:.3f}" for r in open_ratio))
print(f"collector-step factor, 4 to 8 V: {min(swing):.3f} to {max(swing):.3f}")
print("V (V) | J WKB | J closed | J matched (A/cm^2) | tip share")
for V, full, closed, matched, share in rows:
    print(f"{V:.1f} | {full:.3e} | {closed:.3e} | {matched:.3e} | {share:.4f}")
print("no test failed")
```

It prints:

```
barrier height = 2.0 eV, thickness = 1.5 nm
Fermi energy = 5.0 eV, mass = free-electron mass
kappa = 7.2453 nm^-1
kappa*d = 10.868, 2*kappa*d = 21.736
WKB conductance, full formula = 1.1318e+00 S/cm^2
WKB conductance, leading form = 1.0820e+00 S/cm^2
wave-matched conductance = 3.8875e+00 S/cm^2
matched/WKB conductance = 3.435
Fermi-level matching factor, low bias = 3.265
ohmic scale PHI/(e kappa d) = 0.1840 V
bias of nonlinearity test = 0.0920 V
J/(gV)-1 there = 0.01042, predicted 0.01042
k-space sum / energy integral at 1 V = 1.00010
root of y coth y = 2: y = 1.9150
Fowler-Nordheim plot minimum = 0.6737 V
thick-barrier estimate of minimum = 0.7048 V
half of current through tip at = 2.1890 V
tip share at s=2: estimate 0.594
  WKB, d = 1.5 nm: 0.539
  WKB, d = 37.5 nm: 0.581
at 4 V: field = 2.6667 V/nm
at 4 V: turning point = 0.750 nm
at 4 V: action = 7.245
at 4 V: Fowler-Nordheim J = 3.9107e+05 A/cm^2
at 4 V: WKB/Fowler-Nordheim = 0.8908
scaled error of that law at d = 12 nm: 0.9654
plot slope near 4 V = -28.585 V, law gives -28.981 V
open-barrier matching factor = 1.807
open matched/WKB current at 4, 5, 6 V = 1.864, 1.873, 1.878
collector-step factor, 4 to 8 V: 0.491 to 1.791
V (V) | J WKB | J closed | J matched (A/cm^2) | tip share
0.1 | 1.146e-01 | 1.081e-01 | 3.930e-01 | 0.0000
0.5 | 7.612e-01 | 6.789e-01 | 2.522e+00 | 0.0000
1.0 | 3.404e+00 | 2.912e+00 | 1.018e+01 | 0.0000
1.5 | 1.702e+01 | 1.403e+01 | 4.235e+01 | 0.0000
2.0 | 1.201e+02 | 6.976e+01 | 2.052e+02 | 0.0000
2.5 | 1.861e+03 | 1.977e+03 | 1.281e+03 | 0.9357
3.0 | 1.797e+04 | 1.966e+04 | 1.323e+04 | 0.9972
4.0 | 3.484e+05 | 3.911e+05 | 7.963e+05 | 1.0000
5.0 | 2.263e+06 | 2.603e+06 | 3.389e+06 | 1.0000
6.0 | 8.372e+06 | 9.847e+06 | 1.807e+07 | 1.0000
no test failed
```
